# Why a protruding CO molecule on Cu(111) can look like a hole

Anyone who simulates a scanning tunnelling image, or plans to move a molecule with the tip, must decide which surface to calculate. One choice is the outline of the atoms: place a sphere on each nucleus and let the tip glide over the top. The other is a contour of the electron density near the Fermi level $E_F$, out in the vacuum where the tip is. For carbon monoxide on Cu(111) the choice decides the sign of the answer. The molecule stands upright, carbon down, with its oxygen about 0.30 nm above the top copper nuclei. Yet a bare metal tip at low bias records a depression there. If the depression is read as a hole, the clearance between tip and molecule comes out wrong by about the height of the molecule.

## The belief and its good grounds

The belief is that a constant-current image is a height map. The feedback loop moves the tip up and down to hold the current fixed, the current depends very steeply on the gap, and so the tip should keep a fixed distance from whatever lies below.

For a clean metal this is sound. Take the vacuum level as the zero of energy and a flat barrier, so that an electron at $E_F$ has energy $-\phi$, where $\phi$ is the work function. In the vacuum its wave obeys

$$\nabla^2\psi=\kappa^2\psi,\qquad \kappa^2=\frac{2m\phi}{\hbar^2}.$$

A wave without sideways momentum that decays away from the metal is $\psi_0=e^{-\kappa z}$, with $z$ the height above the top copper nuclei. Raise the whole metal by $H$ and the wave becomes $e^{-\kappa(z-H)}$. Every contour of $|\psi|^2$ then rises by $H$. Far from its edge, a step between two terraces of the same metal is therefore recorded at its true height.

The belief goes wrong when it carries this over to a different material. With $\phi=4.9$ eV, $\kappa=11.34\ \mathrm{nm^{-1}}$. Suppose the density above the molecule still falls off as $e^{-2\kappa z}$. For the tip to rise by the oxygen height of 0.30 nm, the density at the old tip position would then have to grow by

$$e^{2\kappa H}=e^{2(11.34)(0.30)}\approx 900 .$$

A raised copper terrace, wide compared with its distance from the tip, would supply this factor. Nothing guarantees that a molecule does.

## What the tip measures

For weak tunnelling at low bias, the current is proportional to the squared matrix element between a sample wave $\psi$ and a tip wave $\chi$, summed over states near $E_F$. Up to a constant, the matrix element is an integral over a plane in the gap:

$$J=\int(\chi\,\partial_z\psi-\psi\,\partial_z\chi)\,dS .$$

Let the end of the tip emit a spherical wave, $\chi=e^{-\kappa t}/t$, with $t$ the distance from the tip centre $\mathbf r_t$. The same $\kappa$ appears because tunnelling is taken as elastic and the barrier as flat. This wave obeys $\nabla^2\chi=\kappa^2\chi-4\pi\delta(\mathbf r-\mathbf r_t)$. Continue both vacuum forms into the region above the plane, which leaves their values on the plane unchanged. There

$$\nabla\cdot(\chi\nabla\psi-\psi\nabla\chi)=\chi\kappa^2\psi-\psi\kappa^2\chi+4\pi\psi\,\delta(\mathbf r-\mathbf r_t).$$

The first two terms on the right cancel. Integrate over the region. The distant surfaces contribute nothing, because $\chi$ decays in every direction and $\psi$ stays bounded above the plane, and the outward normal on the plane points down, which gives a minus sign:

$$-J=4\pi\psi(\mathbf r_t).$$

The current is thus proportional to $|\psi(\mathbf r_t)|^2$, the sample's density at the tip centre. No nuclear position enters except through $\psi$. The result holds for an s-like tip; a molecule hanging from the tip can change $\chi$ and with it the image.

## Two paths to the tip

Put a compact adsorbate with its centre at height $h$. Let $d=z-h$ be the vertical distance from this centre to the tip, $\rho$ the lateral distance, and $s=\sqrt{\rho^2+d^2}$. The adsorbate is driven by the surface wave at its own position, $e^{-\kappa h}$, and sends out a decaying spherical wave:

$$\psi=e^{-\kappa z}+f\,e^{-\kappa h}\,\frac{e^{-\kappa s}}{s}.$$

The length $f$ is the scattering amplitude at $E_F$. Reflection of the scattered wave by the metal is neglected here and estimated below. Divide by $\psi_0$ and use $z-h=d$:

$$g\equiv\frac{\psi}{\psi_0}=1+\frac fs\,e^{-\kappa(s-d)} .$$

Directly above the molecule $s=d$, and the exponentials cancel:

$$g=1+\frac fs .$$

The wave that passes through the molecule decays below it by $e^{-\kappa h}$ and above it by $e^{-\kappa d}$, which together make the same $e^{-\kappa z}$ as the direct path. Neither path wins by an exponential factor, so their relative sign matters.

The density is lowered when $|g|<1$. This means $-1<1+f/s<1$, or

$$-2s<f<0 .$$

The molecular height enters through $s$ alone. It cannot turn a negative $f$ into a positive one.

## What sets the sign

Suppose the adsorbate has a single σ level with binding energy $B$ below vacuum, and a range much shorter than the decay lengths. Outside it, the level's own wave is

$$\frac{e^{-\kappa_b s}}{s}=\frac1s-\kappa_b+O(s),\qquad \kappa_b^2=\frac{2mB}{\hbar^2}.$$

Deep inside a very small scatterer, the potential and kinetic energies are far larger than the difference between the level and $E_F$. The wave at $E_F$ must therefore leave the scatterer with the same ratio of constant term to $1/s$ term, namely $-\kappa_b$. Expand the full wave near the centre:

$$\psi\approx e^{-\kappa h}\left[\frac fs+(1-\kappa f)\right].$$

Equating the ratios gives

$$\frac{1-\kappa f}{f}=-\kappa_b\quad\Longrightarrow\quad f=\frac{1}{\kappa-\kappa_b}.$$

A level below $E_F$ is bound more tightly than the tunnelling electron, so $\kappa_b>\kappa$ and $f<0$: the paths oppose each other. An empty level between $E_F$ and vacuum has $\kappa_b<\kappa$ and $f>0$: they add.

This limit was tested with square wells of radius 0.001 and 0.0005 nm, each adjusted to hold the level fixed. For both signs of $f$, at a lateral distance of 0.1 nm, the error in $g$ was below 0.02, and halving the radius halved it to within about ten per cent.

An orbital of π symmetry behaves differently. Its outgoing wave is a sideways derivative of the spherical wave,

$$\frac{\partial}{\partial x}\frac{e^{-\kappa s}}{s}=-x\,\frac{(1+\kappa s)e^{-\kappa s}}{s^3},$$

which vanishes at $x=0$. An s-like tip centred above the molecule receives nothing from it. The empty π orbitals of CO can therefore lie closer to $E_F$ than the σ level and still not fill in the centre of the depression.

## The number

Take rough values in the regime of CO on Cu(111): $\phi=4.9$ eV, a σ level 8.5 eV below $E_F$, the scattering centre at 0.24 nm between carbon and oxygen, and a tip centre at 0.70 nm over bare copper. The level lies $4.9+8.5=13.4$ eV below vacuum, which gives $\kappa_b=18.75\ \mathrm{nm^{-1}}$. Then

$$f=\frac{1}{11.34-18.75}\ \mathrm{nm}\approx-0.135\ \mathrm{nm}.$$

Before the feedback acts, the distance is $d_0=0.70-0.24=0.46$ nm, so

$$g_0=1-\frac{0.135}{0.46}\approx0.707,\qquad g_0^2\approx0.50 .$$

The molecule halves the density at the tip, where a height map would need a 900-fold increase.

Constant current means $e^{-\kappa(z_0+\Delta z)}|g|=e^{-\kappa z_0}$, where $z_0$ is the tip height over bare metal. Taking logarithms,

$$\kappa\,\Delta z=\ln|g(\rho,d_0+\Delta z)| .$$

With $g$ evaluated at the old height, $\Delta z\approx\ln(0.707)/11.34\approx-0.031$ nm. But as the tip descends, $s$ shrinks and the cancellation grows. One Newton step for $F(\Delta z)=\kappa\Delta z-\ln g$ includes this. On the axis $dg/dd=-f/d^2$, so $F(0)=-\ln g_0$ and $F'(0)=\kappa+f/(d_0^2g_0)$, and

$$\Delta z\approx\frac{\ln g_0}{\kappa+f/(d_0^2g_0)}=\frac{-0.0306\ \mathrm{nm}}{1-0.080}\approx-0.033\ \mathrm{nm}.$$

The numerical contour gives $-0.0335$ nm, or about $-34$ pm. This is the outer contour, the one met by a tip coming from far away. The tip centre is then $0.70-0.03-0.30\approx0.37$ nm above the oxygen nucleus. The tip has moved down over an object that sticks up.

For comparison, keep the barrier, centre height and tip height fixed, but give the scatterer an empty level 2.0 eV above $E_F$. Now $\kappa_b=8.72\ \mathrm{nm^{-1}}$, $f\approx+0.38$ nm and $g_0\approx1.83$. The image shows a bump of 0.049 nm. Even this bump is no height: it is about a fifth of the 0.24 nm at which the centre sits.

## A taller molecule can look deeper

Differentiate the contour condition on the axis with respect to $d_0$. Write $a=(dg/dd)/g$, which is positive for $f<0$ and $g>0$. Then

$$\kappa\frac{d\Delta z}{dd_0}=a\left(1+\frac{d\Delta z}{dd_0}\right)\quad\Longrightarrow\quad\frac{d\Delta z}{dd_0}=\frac{a}{\kappa-a}.$$

On the outer contour of the example $\kappa>a$, so the derivative is positive. Raising the molecule reduces $d_0$ and makes $\Delta z$ more negative. With $f$ and the tip setting fixed, raising the centre by 0.05 nm changes the apparent height from $-0.0335$ to $-0.0400$ nm. A height map would have risen by 0.05 nm. In a real molecule a change of height may also shift the level, and so change $f$.

The width can mislead too. For small $\rho/d$, $s-d\approx\rho^2/2d$ and $1/s\approx d^{-1}e^{-\rho^2/2d^2}$. If $f$ is also weak, $\ln g\approx g-1$ and the feedback correction is small, so

$$\Delta z\approx\frac{f}{\kappa d_0}\exp\left[-\frac{\rho^2}{2d_0}\left(\kappa+\frac1{d_0}\right)\right].$$

Setting the exponential to one half gives the half-depth radius

$$\rho_{1/2}=\sqrt{\frac{2d_0\ln2}{\kappa+1/d_0}}\approx0.22\ \mathrm{nm}.$$

The numerical contour has 0.20 nm. One cause of the difference is that $\ln g$ lies below $g-1$, most strongly at the centre, which pulls the half-depth point inwards. The scatterer in this model has no size at all, yet its depression is about 0.4 nm across. That width comes from the tip distance and the decay constant.

## A second route: a body that repels

The level rule concerns a compact attractive centre. A depression also follows from the opposite picture, in which the molecule is a region of any shape that is harder to tunnel through than vacuum. Let its extra potential energy be $W\ge0$ and $U=2mW/\hbar^2$, so that

$$\nabla^2\psi=(\kappa^2+U)\psi .$$

First, $\psi$ cannot be negative anywhere. If it were, there would be a region $D$ with $\psi<0$ inside and $\psi=0$ on its edge. Multiply the equation by $\psi$ and integrate over $D$ by parts; the edge term vanishes:

$$-\int_D|\nabla\psi|^2\,dV=\int_D(\kappa^2+U)\psi^2\,dV .$$

The left side is negative and the right side positive, so no such region exists.

Next let $w=\psi_0-\psi$, which vanishes far from the body. Subtracting the two wave equations gives $\nabla^2w=\kappa^2w-U\psi$. If $w<0$ in some region $D$, the same procedure yields

$$-\int_D|\nabla w|^2\,dV=\int_D\kappa^2w^2\,dV-\int_DU\psi w\,dV .$$

The last term, with its sign, is not negative, because $U\ge0$, $\psi\ge0$ and $w<0$. Again the two sides disagree. Hence

$$0\le\psi\le\psi_0 .$$

Within this one-wave model, a purely repulsive body cannot raise the density at the tip, however tall it is.

A sphere of radius 0.10 nm with $W=20$ eV, centred at 0.24 nm, reaches 0.34 nm above the copper nuclei. It lowers the density at the tip to 0.68 of the bare value, and the first estimate of its apparent height is $-0.017$ nm. As a test, the wave equation was solved on a grid for this sphere and for an attractive one of the same radius with $W=-10$ eV, which has no level below $E_F$. The grid and a partial-wave solution differed by at most 0.0002 in $g$ at the points compared. The repulsive sphere kept $g$ between 0 and 1; the attractive one raised it above 1.

## How far the number can be trusted

The model treats one normal-incidence wave. A wave with sideways momentum $k$ decays faster, with $q=\sqrt{\kappa^2+k^2}$, while the scattered wave still decays with $\kappa$. On the axis the ratio becomes

$$g=1+\frac fs\,e^{(q-\kappa)s},$$

which strengthens the cancellation as long as $g$ stays positive. For a surface state with $k=2.1\ \mathrm{nm^{-1}}$, a rough value for Cu(111), the density ratio is 0.46 instead of 0.50. An average over all $k$ up to the free-electron limit for a Fermi energy of 7.0 eV, with every wave given the same density at the metal edge, gives 0.36. That average ignores the real band structure of copper and the different strengths with which its waves reach the surface, so it indicates a size and no more.

Three other corrections are smaller. With the metal edge placed 0.104 nm above the nuclei and a reflection amplitude no larger than one in size, as for a free-electron metal, reflection changes $1/f$ by at most 2.3%, and adds at the tip a wave of about 3% of the scattered one. The Cu(111) surface state is a pole of the reflection amplitude and is not covered by this bound. For the finite wells below, whose s-wave amplitude is larger, the bound grows to about 10% at a radius of 0.10 nm. At an energy 0.05 eV above $E_F$, with the molecular level fixed, the apparent height is still $-0.033$ nm. Lowering the barrier by 1 eV, with the level kept 8.5 eV below $E_F$, gives $-0.035$ nm.

Molecular size is the serious omission. Keep the level fixed and spread the attractive well over a finite radius. The density ratio becomes 0.36 at 0.02 nm, 0.13 at 0.05 nm and 0.93 at 0.10 nm. The square hides a change of sign: $g$ is still positive at the first two radii, but at 0.10 nm it has passed through zero and is about $-0.96$. The s-wave part alone gives $-0.27$; the rest comes from higher partial waves, since this well is close to binding a p level. Followed from far away, the contour on the axis lies at about $-0.05$, $-0.19$ and $-0.002$ nm for the three radii (at 0.05 nm the tip reaches it only after passing below the zero of $g$). The last value does not mean that the depression has gone. Far to the side $g$ returns to 1, so it must cross zero on a ring around the molecule, here at a lateral distance of about 0.2 nm. There the two paths cancel, and the contour is more than 0.1 nm deep. For a well as wide as a molecule, then, a single wave can give a dark ring with a bright centre instead of a simple depression. Waves with other sideways momenta have their zeros elsewhere. Added with the equal edge densities used above, they remove the ring: the 0.10 nm well then appears as a bump of about 0.09 nm, and the 0.05 nm well as a depression of only about 0.025 nm. If each wave is further weighted by its normal wave number inside the metal, as a free-electron metal with a step barrier requires, the two values become about 0.08 and 0.04 nm.

Set beside the real system, the compact model has the right sign, and its 0.03 nm is comparable with the observed depression, which is roughly a few hundredths of a nanometre. That agreement does not confirm the model. Real CO has several σ and π orbitals, a size comparable with the decay length, and a bond to the copper that reshapes its levels. The assumption of a compact single-level scatterer is the one it breaks most clearly, and the wells above show that this can change the depth severalfold and even reverse the sign. A prediction for the real molecule needs an electronic-structure calculation whose waves are reliable several tenths of a nanometre into the vacuum.

The first decision can now be made with its conditions stated. For an s-like tip at low bias, calculate the density near $E_F$ at the tip centre and follow its contour. Read a height difference directly from the image when the two places have the same electronic structure and barrier, as two terraces of one metal do. For the clearance above an adsorbate, take the nuclear positions from a separate structural calculation or measurement. In the example the tip centre is 0.37 nm from the oxygen nucleus, while a reader who takes the depression for a hole would allow about 0.7 nm. The remaining values, including the lateral profile, are in the numerical output.

## Values computed for the example and the checks

```
Work function (rough input): 4.9 eV
Filled level below E_F (rough input): 8.5 eV
Empty comparison level above E_F: 2.0 eV
Molecular centre above Cu nuclei: 0.24 nm
Oxygen above Cu nuclei: 0.30 nm
Bare-surface tip centre height: 0.70 nm
Scatterer-to-tip distance before feedback: 0.46 nm
kappa at E_F: 11.34 1/nm
kappa_b, filled level: 18.75 1/nm
kappa_b, empty level: 8.72 1/nm
f, filled level: -0.1349 nm
f, empty level: 0.3822 nm
Wave ratio g, filled level: 0.7068
Density ratio g^2, filled level: 0.4995
Wave ratio g, empty level: 1.8310
Density gain needed to rise by oxygen height: 902
First estimate of apparent height: -0.0306 nm
Newton estimate of apparent height: -0.0332 nm
Apparent height, filled level: -0.0335 nm
Apparent height, filled level: -33.5 pm
Apparent height, empty level: 0.0494 nm
Tip-to-oxygen distance over molecule: 0.366 nm
Apparent height with centre raised 0.05 nm: -0.0400 nm
Half-depth radius, numerical: 0.197 nm
Half-depth radius, weak-scatterer estimate: 0.217 nm
Apparent height at lateral distance 0.1 nm: -0.0274 nm
Apparent height at lateral distance 0.2 nm: -0.0165 nm
Apparent height at lateral distance 0.3 nm: -0.0082 nm
Apparent height at lateral distance 0.4 nm: -0.0036 nm
Largest grid versus partial-wave error in g: 0.0002
Surface-state wave number (rough input): 2.1 1/nm
Density ratio, surface-state ring: 0.4618
Metal Fermi energy (rough input): 7.0 eV
Density ratio, free-electron average: 0.3642
Metal edge above Cu nuclei (rough input): 0.104 nm
Metal reflection, bound on relative change of 1/f: 2.3 %
Metal reflection, size relative to scattered wave at tip: 2.9 %
Apparent height at energy 0.05 eV above E_F: -0.0334 nm
Apparent height with barrier lowered 1 eV: -0.0348 nm
Density ratio, well of radius 0.02 nm, same level: 0.3638
Density ratio, well of radius 0.05 nm, same level: 0.1264
Density ratio, well of radius 0.10 nm, same level: 0.9272
Density ratio, repulsive sphere 20 eV, radius 0.10 nm: 0.6829
Its first estimate of apparent height: -0.0168 nm
```
